# Rayleigh number of low-pressure nitrogen in a heated reactor gap

**Question.** Nitrogen at 1 Torr fills a 5 cm gap between two wide horizontal plates in a deposition chamber. The lower plate is at 500 K and the upper at 300 K. How large is the Rayleigh number, does the gas convect, and how does the answer change with pressure, gap and temperature?

**Answer.**

### The size of the number

Let \(L\) be the gap, \(\Delta T=200\) K the temperature difference and \(T=400\) K the mean temperature. The Rayleigh number is

\[
\mathrm{Ra}=\frac{g\beta\,\Delta T\,L^3}{\nu\alpha},
\]

where \(\beta\) is the thermal expansivity, \(\nu=\mu/\rho\) the kinematic viscosity and \(\alpha\) the thermal diffusivity.

To read it, balance buoyancy per unit mass, \(g\beta\Delta T\), against viscous drag, \(\nu U/L^2\). This gives a speed scale \(U=g\beta\Delta T L^2/\nu\). Heat diffuses across the gap at a speed of order \(\alpha/L\). The ratio of the two speeds is Ra.

For an ideal gas at fixed pressure, \(\rho=PM/(RT)\), with \(M\) the molar mass. Hence \(\beta=-(1/\rho)\,\partial\rho/\partial T=1/T\). With the Prandtl number \(\mathrm{Pr}=\nu/\alpha\), we have \(\nu\alpha=\nu^2/\mathrm{Pr}=\mu^2/(\mathrm{Pr}\,\rho^2)\), so

\[
\mathrm{Ra}=\frac{\mathrm{Pr}\,g\,\Delta T\,L^3\rho^2}{T\mu^2}
=\frac{\mathrm{Pr}\,g\,\Delta T\,L^3P^2M^2}{R^2T^3\mu^2}.
\]

Rough typical values for nitrogen at 400 K are \(\mu=2.2\times10^{-5}\) Pa s and \(\mathrm{Pr}=0.71\). The density is \(1.123\times10^{-3}\) kg/m³, which gives \(\nu=0.01959\) m²/s and \(\alpha=0.0276\) m²/s. Then

\[
\mathrm{Ra}=\frac{9.81\times0.0025\times200\times(0.05)^3}{0.01959\times0.0276}\approx1.1 .
\]

The choice of reference temperature matters. With \(\mu\propto T^s\) and \(s=0.7\), Ra varies as \(T^{-(3+2s)}=T^{-4.4}\) at fixed \(\Delta T\). Properties taken at the upper plate give 4.0, and at the lower plate 0.42. All three values are of order one.

### Why order one is far too small

First take constant properties, except for the density in the buoyancy force (the Boussinesq approximation). Measure length in \(L\), time in \(L^2/\alpha\) and velocity in \(\alpha/L\), with \(z\) upwards from the lower plate. Write the temperature as the linear conduction profile plus \(\Delta T\,\theta\). That profile falls by one unit across the gap, so vertical motion \(w\) changes \(\theta\) at the rate \(+w\). The buoyant acceleration \(g\beta\Delta T\theta\), in units of \(\alpha^2/L^3\), is \(\mathrm{Ra\,Pr}\,\theta\). Dividing the momentum equation by Pr gives

\[
\frac1{\mathrm{Pr}}\frac{D\mathbf u}{Dt}=-\nabla p+\nabla^2\mathbf u+\mathrm{Ra}\,\theta\,\hat{\mathbf z},\qquad
\frac{D\theta}{Dt}=\nabla^2\theta+w,\qquad \nabla\!\cdot\mathbf u=0 .
\]

On both plates \(\mathbf u=0\) and \(\theta=0\). Laterally the disturbance is taken as periodic, with any period. Multiply the first equation by \(\mathbf u\) and the second by \(\mathrm{Ra}\,\theta\), add, and average over the volume (angle brackets). The advection and pressure terms are divergences and average to zero. With \(\varphi=\sqrt{\mathrm{Ra}}\,\theta\) and \(E=\langle u^2\rangle/(2\mathrm{Pr})+\langle\varphi^2\rangle/2\),

\[
\frac{dE}{dt}=-\langle|\nabla\mathbf u|^2\rangle-\langle|\nabla\varphi|^2\rangle+2\sqrt{\mathrm{Ra}}\,\langle w\varphi\rangle .
\]

A function that vanishes on both plates is a sum of terms \(f_n\sin n\pi z\), and its \(z\)-derivative multiplies each term's mean square by \(n^2\pi^2\ge\pi^2\). Therefore \(\langle|\nabla f|^2\rangle\ge\pi^2\langle f^2\rangle\). Also \(2w\varphi\le w^2+\varphi^2\le u^2+\varphi^2\). Together these give

\[
\frac{dE}{dt}\le-(\pi^2-\sqrt{\mathrm{Ra}})\,\langle u^2+\varphi^2\rangle .
\]

Every disturbance, of whatever size, therefore decays if \(\mathrm{Ra}<\pi^4\approx97\). The two factors of \(\pi^2\) come from viscous and thermal damping of a structure that must fit between the plates.

For \(\mathrm{Pr}\le1\), \(\langle u^2+\varphi^2\rangle\ge2\,\mathrm{Pr}\,E\), so the amplitude \(\sqrt E\) decays at least at the rate \(\mathrm{Pr}(\pi^2-\sqrt{\mathrm{Ra}})\). Here that is \(0.71\times(9.87-1.06)=6.25\) in units of \(\alpha/L^2\). Since \(L^2/\alpha=91\) ms, the decay time in this constant-property model is at most about 14.5 ms.

### The actual threshold

The bound of 97 is sufficient for stability, but it is not the onset. For small disturbances, drop the products of disturbances. The divergence of the momentum equation gives \(\nabla^2p=\mathrm{Ra}\,\partial_z\theta\). Apply \(\nabla^2\) to its vertical component and insert this:

\[
\frac1{\mathrm{Pr}}\partial_t\nabla^2w=\nabla^4w+\mathrm{Ra}\,(\nabla^2-\partial_z^2)\theta .
\]

Take modes with horizontal wavenumber \(a\), growth rate \(\sigma\) and vertical profiles \(W,\Theta\), and let \(D=d/dz\):

\[
\frac{\sigma}{\mathrm{Pr}}(D^2-a^2)W=(D^2-a^2)^2W-a^2\mathrm{Ra}\,\Theta,\qquad
\sigma\Theta=(D^2-a^2)\Theta+W .
\]

The growth rate is real. To see this, multiply the first equation by \(W^*\) and the second by \(\Theta^*\), and integrate by parts across the gap. Define the positive integrals \(A=\int(|DW|^2+a^2|W|^2)\), \(B=\int|(D^2-a^2)W|^2\), \(C=\int|\Theta|^2\) and \(K=\int(|D\Theta|^2+a^2|\Theta|^2)\). Then

\[
\frac{\sigma A}{\mathrm{Pr}}+B=a^2\mathrm{Ra}\int W^*\Theta,\qquad \sigma C+K=\int\Theta^*W .
\]

The two right-hand integrals are complex conjugates, so \(\sigma A/\mathrm{Pr}+B=a^2\mathrm{Ra}(\sigma^*C+K)\). Its imaginary part is \(\mathrm{Im}\,\sigma\,(A/\mathrm{Pr}+a^2\mathrm{Ra}\,C)=0\), hence \(\mathrm{Im}\,\sigma=0\).

Onset is thus at \(\sigma=0\). The first equation then gives \(a^2\mathrm{Ra}\,\Theta=(D^2-a^2)^2W\), and the second becomes

\[
(D^2-a^2)^3W=-a^2\mathrm{Ra}\,W .
\]

At the plates \(W=0\). No slip and continuity give \(DW=0\), and \(\Theta=0\) gives \((D^2-a^2)^2W=0\). Solutions even about mid-gap are \(W=\sum_iA_i\cosh q_i(z-\tfrac12)\), with \(q_i^2=a^2+\lambda_i\) and \(\lambda_i^3=-a^2\mathrm{Ra}\). Imposing the three conditions, and dividing each column by \(\cosh(q_i/2)\), gives

\[
\det\begin{pmatrix}1&1&1\\ q_1\tanh\frac{q_1}2&q_2\tanh\frac{q_2}2&q_3\tanh\frac{q_3}2\\ \lambda_1^2&\lambda_2^2&\lambda_3^2\end{pmatrix}=0 .
\]

The lowest root, minimized over \(a\), is \(\mathrm{Ra}_c=1707.8\) at \(a=3.116\). A separate growth-rate calculation, which expands \(W\) and \(\Theta\) in polynomials of both parities, gives the same threshold at that wavenumber. At \(0.999\,\mathrm{Ra}_c\) it finds decay at all 24 wavenumbers tried between 0.5 and 12, and at \(1.001\,\mathrm{Ra}_c\) it finds growth at \(a=3.116\).

### Does the large temperature difference spoil this?

Here \(\varepsilon=\Delta T/T=0.5\), which is not small. The threshold must be recomputed with density, viscosity and conductivity varying across the gap. Measure temperature and properties in their mean-temperature values, so that \(\rho=1/T\) and \(\mu=k=T^s\), with constant heat capacity and uniform background pressure.

In the resting state \(d(T_0^s\,dT_0/dz)/dz=0\), so \(T_0^{s+1}\) is linear in \(z\). Write \(T=T_0+\varepsilon\theta\). Since \(k\nabla T\) is the gradient of \(\int k\,dT\), its first-order change is \(\varepsilon\nabla(T_0^s\theta)\). The density changes by \(-\varepsilon\theta/T_0^2\). A stationary small disturbance therefore obeys

\[
\nabla^2(T_0^s\theta)=\frac{w}{T_0}\,\frac{T_0'}{\varepsilon},\qquad \nabla\!\cdot(\mathbf u/T_0)=0,
\]
\[
0=-\nabla p+\nabla\!\cdot\!\left[T_0^s(\nabla\mathbf u+\nabla\mathbf u^{\mathsf T})\right]+\mathrm{Ra}\,\frac{\theta}{T_0^2}\,\hat{\mathbf z}.
\]

The part of the viscous stress proportional to \(\nabla\cdot\mathbf u\) is a gradient and has been absorbed in \(p\). Changes of viscosity do not enter at first order, because the undisturbed gas is at rest.

Two different numerical solutions, collocation and shooting, both give a stationary threshold of 1695, referred to properties at 400 K. This is 0.8% below the constant-property value, although the property factor \(T^{-4.4}\) in Ra varies almost tenfold between the plates.

A symmetry accounts for part of this insensitivity. Replacing \(\varepsilon\) by \(-\varepsilon\) turns the profile \(T_0\) upside down. Reflecting \(z\) and reversing \(w\) and \(\theta\) then restores the same equations. The threshold is therefore even in \(\varepsilon\), and for a smooth dependence the shift begins at order \(\varepsilon^2\). The rest depends on the rough exponent \(s\): at \(\varepsilon=0.5\) the shift is \(-2.2\%\) for \(s=0.5\), \(-0.8\%\) for \(s=0.7\), \(+0.1\%\) for \(s=0.8\) and \(+2.0\%\) for \(s=1\). The value 1695 therefore belongs to this property model. For real nitrogen the threshold is best read as about 1700. Over this range of \(s\) the onset pressure found below changes by only about 1%.

The threshold exceeds the actual Ra by a factor of about 1500. For constant properties, oscillatory onset has been excluded above, and large disturbances have been excluded for \(\mathrm{Ra}<97\), that is below about 9 Torr at this gap. Neither has been proved here for variable properties, and the onset values below refer to small disturbances.

### How it scales

At fixed plate temperatures \(\mathrm{Ra}\propto P^2L^3\). One factor of \(P\) comes from \(1/\nu\) and the other from \(1/\alpha\), since \(\mu\) and \(k\) do not depend on pressure in a dilute gas. Taking for \(\mathrm{Ra}_c\) the variable-property threshold 1695, so that \(\mathrm{Ra}_c/\mathrm{Ra}=1495\), onset is reached at

\[
P_c=P\sqrt{\frac{\mathrm{Ra}_c}{\mathrm{Ra}}}=\sqrt{1495}\ \text{Torr}\approx39\ \text{Torr}
\]

for the 5 cm gap, or at

\[
L_c=L\left(\frac{\mathrm{Ra}_c}{\mathrm{Ra}}\right)^{1/3}=5\ \text{cm}\times1495^{1/3}\approx57\ \text{cm}
\]

at 1 Torr, provided the plates remain much wider than the gap. At 760 Torr the same 5 cm gap has \(\mathrm{Ra}\approx6.5\times10^5\), far above onset. A 10% error in viscosity moves Ra by about 20% and \(P_c\) by about 10%, which leaves the conclusion at 1 Torr untouched.

### Motion that needs no threshold

The argument so far assumes uniform plates. A lateral temperature gradient \(G\) drives flow however small Ra is. Suppose the temperature varies by 20 K over 5 cm, so \(G=400\) K/m.

**Buoyant flow.** In dimensional variables, let \(y\) be the height above mid-gap and \(u(y)\) a parallel flow along the gradient. The force balances are \(\partial_xp=\mu u''\) and \(\partial_yp=\rho g\beta\,\delta T\), where \(\delta T\) is the temperature deviation. Differentiating the first by \(y\) and the second by \(x\) gives \(u'''=g\beta G/\nu\). With no slip at \(y=\pm L/2\) and no net flux, the even part of the solution vanishes and

\[
u=\frac{g\beta G}{\nu}\left(\frac{y^3}{6}-\frac{L^2y}{24}\right).
\]

The extremum lies at \(y^2=L^2/12\), where

\[
|u|_{\max}=\frac{g\beta GL^3}{\nu}\,\frac1{\sqrt{12}}\left(\frac1{24}-\frac1{72}\right)=\frac{\sqrt3}{216}\,\frac{g\beta GL^3}{\nu}\approx0.5\ \text{mm/s}.
\]

**Thermal creep.** In a rarefied gas a temperature gradient along a wall also drives flow. Measure molecular velocity \(\mathbf v\) in units of \(c=\sqrt{RT/M}\). To leading order the Maxwell distribution is multiplied by

\[
1+\frac{u}{c}v_x+b\,v_x\left(\frac{v^2}{2}-\frac52\right).
\]

The last term carries no net drift, because \(\langle v_x^2v^2\rangle=5\) and \(\langle v_x^2\rangle=1\). It carries the translational heat flux

\[
q=Pcb\left\langle\frac{v^2v_x^2}{2}\left(\frac{v^2}{2}-\frac52\right)\right\rangle=Pcb\left(\frac{35}{4}-\frac{25}{4}\right)=\frac52Pcb .
\]

Take the kinetic-theory value \(q=-\tfrac{15}4(R/M)\mu G\) for translational energy. This is the value for a monatomic gas. In nitrogen, energy exchange with rotation lowers it by roughly 6 to 8%, and the creep coefficients below would fall in proportion. Then \(b=-\tfrac32(R/M)\mu G/(Pc)\).

Assume that molecules arriving at the wall have this bulk distribution and that they leave diffusely, with no mean tangential momentum. Without wall shear stress, the arriving tangential momentum must vanish. Let \(h\) be the average of \(|v_z|\) over the arriving half. The average of \(|v_z|v_x^2\) is then \(h\), and that of \(|v_z|v_x^2v^2\) is \((3+1+2)h=6h\), the three parts coming from \(v_x^2\), \(v_y^2\) and \(v_z^2\). So

\[
\frac uc\,h+b\left(3-\frac52\right)h=0\quad\Rightarrow\quad u=-\frac{bc}2=\frac34\,\frac{\mu G}{\rho T}=\frac34\,\frac{\nu G}{T}\approx15\ \text{mm/s},
\]

directed towards the hotter part of the wall. This is 29 times the buoyant speed, for a gradient \(G\) that is the same at every height and properties taken at 400 K. The ratio depends on these choices. With properties at the wall, the same formula gives 17 mm/s at 500 K and 12 mm/s at 300 K. If \(G\) is imposed on the hot plate only and falls linearly to zero at the other, the buoyant peak drops to about 0.25 mm/s. The estimate is on the low side, because collisions near the wall alter the distribution of the arriving molecules. In the BGK model of collisions, rescaled to the heat flux used here, solving for that layer raises the coefficient from 0.75 to about 1.15 and the speed to about 23 mm/s. With \(\beta=1/T\), the ratio of the two speeds is proportional to \(\nu^2/(gL^3)\), hence to \(P^{-2}L^{-3}\). At the same gap and temperatures the two speeds become equal near \(\sqrt{29}\approx5\) Torr with the simple estimate, or near 7 Torr with the larger coefficient.

Neither flow carries much heat compared with diffusion. The Péclet number \(uL/\alpha\) is 0.0009 for the buoyant flow and 0.027 for creep, or about 0.04 with the larger creep coefficient.

### The real chamber

A gap smaller than 5 cm lowers Ra as \(L^3\). The mean free path here is about 71 µm, or 0.14% of the gap. If each plate adds about two free paths of effective thickness, the temperature jumps total roughly 1 K out of 200 K. The adiabatic temperature drop \(gL/c_p\) is 0.0005 K. Both are negligible here.

Real chambers break the assumption of a gas at rest. For a developed carrier flow of mean speed \(\bar U\), the steepest shear is \(6\bar U/L\). In the energy argument this adds at most \(3\,\mathrm{Re}\,\langle u^2\rangle\) to \(dE/dt\), where \(\mathrm{Re}=\bar UL/\nu\). For constant properties, decay is still assured if \(3\,\mathrm{Re}+\sqrt{\mathrm{Ra}}<\pi^2\). At 1 m/s, \(\mathrm{Re}=2.55\) and the left side is \(7.66+1.06=8.72\), below 9.87. At higher speeds this sufficient condition soon fails, which does not by itself imply instability.

Real chambers also break lateral uniformity, in composition as well as temperature. A vapour ten times heavier than nitrogen, at 1% mole fraction, raises the density by \(0.01\times(10-1)=9\%\), against the 5% change caused by 20 K. If that difference extends across 5 cm, the same flow formula gives a buoyant speed of about 0.9 mm/s instead of 0.5 mm/s, still small beside a carrier speed of 1 m/s. This counts buoyancy only, not the gas motion that diffusion of the vapour itself causes. The numerical output below lists most of the values used.

## Computed results

```
Pressure: 1 Torr
Gap: 5 cm
Lower plate temperature: 500 K
Upper plate temperature: 300 K
Mean temperature: 400 K
Molar mass: 28.01 g/mol
Viscosity at mean temperature (rough input): 2.2e-05 Pa s
Prandtl number (rough input): 0.71
Viscosity exponent s (rough input): 0.7
Density: 0.001123 kg/m3
Expansivity: 0.0025 1/K
Kinematic viscosity: 0.01959 m2/s
Thermal diffusivity: 0.0276 m2/s
Rayleigh number, mean properties: 1.134
Rayleigh number, upper-plate properties: 4.02
Rayleigh number, lower-plate properties: 0.4247
Rayleigh number at 760 Torr: 6.548e+05
Energy-stability bound pi^4: 97.41
Critical Ra, constant properties: 1707.762
Critical wavenumber times gap: 3.1163
Critical Ra, Galerkin 10 functions: 1707.762
Galerkin shift, 6 to 10 functions: -0.00024
dT / mean temperature: 0.5
Critical Ra, variable properties: 1694.68
Wavenumber times gap, variable properties: 3.132
Critical Ra by shooting: 1694.68
Collocation shift, N 18 to 24: 5.7e-07
Critical Ra / actual Ra, variable properties: 1495
Onset pressure at 5 cm: 38.66 Torr
Onset gap at 1 Torr: 57.17 cm
Diffusion time L^2/alpha: 90.59 ms
Slowest computed w-theta decay rate: 9.872 alpha/L^2
Guaranteed amplitude decay rate: 6.251 alpha/L^2
Longest decay time from bound: 14.49 ms
Lateral temperature difference over 5 cm: 20 K
Lateral buoyant flow coefficient: 0.008019
Lateral buoyant peak speed: 0.5017 mm/s
Thermal creep coefficient, quadrature: 0.75
Thermal creep speed: 14.69 mm/s
Creep speed / buoyant speed: 29.29
Peclet number of buoyant flow: 0.000909
Peclet number of creep flow: 0.02662
Chosen carrier speed: 1 m/s
Creep speed / carrier speed: 0.01469
Mean free path: 71.26 um
Knudsen number: 0.001425
Rough total wall temperature jump: 1.1 K
Adiabatic temperature drop across gap: 0.000472 K
```
